# Sine-Gordon Profiles and Widths of Shear and Tensile Stacking Walls: a program that tests the result

```python
"""Straight stacking domain walls in a flat bilayer.

Result under test: with stacking energy barrier*sin(pi*u/b)**2 the relative
shift is u(x) = (2b/pi)*arctan(exp(x/l)), l = (b/pi)*sqrt(kappa/(2*barrier)).
kappa = K/2 for two equal layers; K = mu for a shear wall (b along the wall)
and K = lam + 2*mu for a tensile wall (b normal to the wall).  Therefore
l_shear/l_tensile = sqrt(mu/(lam + 2*mu)), for any shape of the energy curve.

Symbols: lam, mu = 2D Lame constants of one layer; b = shift between the two
domains; barrier = saddle energy per area; path/side = components of the
relative shift along/normal to b, measured from the saddle stacking.
Units: eV and angstrom.  Material parameters are rough values for graphene.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar

lam, mu = 3.5, 9.5            # eV/A^2
a = 2.46                      # lattice constant, A
barrier = 0.7e-3              # eV/A^2
spacing = 3.35                # interlayer distance, A
bend = 1.5                    # bending stiffness of one layer, eV
support = 0.07                # normal spring constant of support, eV/A^4
temperature = 300.0           # K
carbon_mass = 12.011          # atomic mass units

b = a / np.sqrt(3)
G = 4 * np.pi / (np.sqrt(3) * a)
star = G * np.array([[1, 0], [-0.5, np.sqrt(3) / 2], [-0.5, -np.sqrt(3) / 2]])
saddle = 1.5 * b              # distance of the saddle from AA stacking
K = {"shear": mu, "tensile": lam + 2 * mu}
K_side = {"shear": lam + 2 * mu, "tensile": mu}


def star_energy(path, side):
    total = sum(np.cos(g[0] * (path + saddle) + g[1] * side) for g in star)
    return 2 * barrier * (total + 1.5)


def star_gradient(path, side):
    waves = [np.sin(g[0] * (path + saddle) + g[1] * side) for g in star]
    return [-2 * barrier * sum(g[i] * s for g, s in zip(star, waves))
            for i in (0, 1)]


def sine_energy(path, side):
    return barrier * np.cos(np.pi * path / b) ** 2


def sine_gradient(path, side):
    slope = -barrier * np.pi / b * np.sin(2 * np.pi * path / b)
    return [slope, np.zeros_like(path)]


# --- strain energy of each wall type from the full elastic energy density
def strain_energy(e):
    return 0.5 * lam * np.trace(e) ** 2 + mu * np.sum(e * e)


for kind, grad_u in (("shear", np.array([[0, 0], [0.01, 0]])),
                     ("tensile", np.array([[0.01, 0], [0, 0]]))):
    density = strain_energy(0.5 * (grad_u + grad_u.T))
    assert np.isclose(density, 0.5 * K[kind] * 0.01 ** 2, rtol=1e-10)
poisson = -minimize_scalar(lambda e: strain_energy(np.diag([1.0, e]))).x
ratio = np.sqrt(mu / (lam + 2 * mu))
assert abs(np.sqrt((1 - poisson) / 2) - ratio) < 1e-5
assert abs(poisson - lam / (lam + 2 * mu)) < 1e-5

# --- first-star energy on the slip line, and the lower bound off the line
t = np.linspace(-b / 2, b / 2, 101)
q_path = 2 * np.pi / (3 * b)
square = 4 * barrier * (np.cos(q_path * t) - 0.5) ** 2
assert np.allclose(star_energy(t, 0 * t), square, atol=1e-14)
tt, ss = np.meshgrid(t, np.linspace(-2 * a, 2 * a, 201), indexing="ij")
assert np.all(star_energy(tt, ss) >= star_energy(tt, 0 * ss) - 1e-14)
everywhere = star_energy(*np.meshgrid(np.linspace(-4, 4, 161),
                                     np.linspace(-4, 4, 161)))
assert everywhere.min() > -1e-14


# --- relaxation of both layers, both components, free ends
def relax(kind, energy, gradient, h, bump):
    half = round(400 / h)
    n = 2 * half + 1
    x = h * np.arange(-half, half + 1)
    S = 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
    S[0, 0] = S[-1, -1] = 1
    S /= h ** 2
    c = 3 * barrier * G ** 2          # upper bound of stacking curvature
    eye = np.eye(n)
    inverses = []
    for stiffness in (K[kind], K_side[kind]):
        M = np.block([[stiffness * S + c * eye, -c * eye],
                      [-c * eye, stiffness * S + c * eye]])
        M += c / (2 * n)              # fixes only the common translation
        inverses.append(np.linalg.inv(M))
    # uneven start: the whole shift sits in the top layer, on a bent path
    fields = [np.concatenate([b / 2 * np.tanh(x / 30), 0 * x]),
              np.concatenate([bump * np.exp(-(x / 50) ** 2), 0 * x])]
    change = 1.0
    for _ in range(1500):
        rel = [f[:n] - f[n:] for f in fields]
        slopes = gradient(*rel)
        new = []
        for inv, r, g in zip(inverses, rel, slopes):
            push = c * r - g
            new.append(inv @ np.concatenate([push, -push]))
        change = max(np.abs(p - f).max() for p, f in zip(new, fields))
        fields = new
        if change < 1e-10:
            break
    assert change < 1e-8
    rel = [f[:n] - f[n:] for f in fields]
    total = h * np.sum(energy(*rel))
    for stiffness, f in zip((K[kind], K_side[kind]), fields):
        for layer in (f[:n], f[n:]):
            total += 0.5 * stiffness * np.sum(np.diff(layer) ** 2) / h
    mean_spread = np.ptp(fields[0][:n] + fields[0][n:])
    strain = CubicSpline(x, rel[0]).derivative()
    peak = float(strain(0.0))
    half_x = brentq(lambda y: float(strain(y)) - peak / 2, 0, 200)
    return dict(x=x, path=rel[0], side=np.abs(rel[1]).max(), energy=total,
                mean=mean_spread, peak=peak, width=2 * half_x)


length, sg_width, sg_energy, star_width, star_cost = {}, {}, {}, {}, {}
peak_slope, sg_run, star_run, row_change = {}, {}, {}, {}
for kind in K:
    kappa = K[kind] / 2
    l = b / np.pi * np.sqrt(kappa / (2 * barrier))
    L = np.sqrt(3) / 2 * l
    length[kind] = l
    sg_width[kind] = 2 * np.arccosh(2) * l
    sg_energy[kind] = 2 * b / np.pi * np.sqrt(2 * kappa * barrier)
    peak_slope[kind] = np.sqrt(2 * barrier / kappa)
    star_width[kind] = 4 * L * np.arctanh(np.sqrt(3 / 7))
    star_cost[kind] = (b * np.sqrt(2 * kappa * barrier)
                       * (3 * np.sqrt(3) / np.pi - 1))

    run = relax(kind, sine_energy, sine_gradient, 2.0, 0.0)
    kink = 2 * b / np.pi * np.arctan(np.exp(run["x"] / l)) - b / 2
    assert np.abs(run["path"] - kink).max() < 1e-3 * b
    assert abs(run["width"] / sg_width[kind] - 1) < 4e-3
    assert abs(run["energy"] / sg_energy[kind] - 1) < 3e-3
    assert abs(run["peak"] / peak_slope[kind] - 1) < 4e-3
    assert run["mean"] < 1e-6
    sg_run[kind] = run

    run = relax(kind, star_energy, star_gradient, 2.0, 0.4)
    exact = 2 / q_path * np.arctan(np.tanh(run["x"] / (2 * L)) / np.sqrt(3))
    assert np.abs(run["path"] - exact).max() < 1e-3 * b
    assert run["side"] < 1e-6 and run["mean"] < 1e-6
    assert abs(run["width"] / star_width[kind] - 1) < 4e-3
    assert abs(run["energy"] / star_cost[kind] - 1) < 3e-3
    assert abs(run["peak"] / peak_slope[kind] - 1) < 4e-3
    star_run[kind] = run

    rows = relax(kind, star_energy, star_gradient, a, 0.0)
    row_change[kind] = rows["width"] / star_width[kind] - 1
    assert abs(row_change[kind]) < 0.01

sg_ratio = sg_run["shear"]["width"] / sg_run["tensile"]["width"]
star_ratio = star_run["shear"]["width"] / star_run["tensile"]["width"]
assert abs(sg_ratio / ratio - 1) < 3e-3
assert abs(star_ratio / ratio - 1) < 3e-3

# --- bending relief of the tensile wall: Fourier formula against a grid
A = K["tensile"] / 4
l_t = length["tensile"]


def relief_fourier(k):
    def weight(q):
        return 1 / np.cosh(np.pi * q * l_t / 2) ** 2

    def lost(q):
        return A * spacing ** 2 * q ** 4 / (
            (bend + A * spacing ** 2) * q ** 4 + k / 2)
    top = quad(lambda q: weight(q) * lost(q), 1e-9, 12 / l_t, limit=200)[0]
    return top / quad(weight, 1e-9, 12 / l_t, limit=200)[0]


def relief_grid(k, h=2.0):
    x = np.arange(-400, 400 + h / 2, h)
    n = len(x)
    D2 = (np.eye(n, k=1) + np.eye(n, k=-1) - 2 * np.eye(n)) / h ** 2
    g = b / (np.pi * l_t) / np.cosh(x / l_t)
    matrix = 2 * (A * spacing ** 2 + bend) * D2.T @ D2 + k * np.eye(n)
    w = np.linalg.solve(matrix, 2 * A * spacing * D2.T @ g)
    curv = D2 @ w
    least = np.sum(A * (g - spacing * curv) ** 2 + bend * curv ** 2
                   + 0.5 * k * w ** 2)
    return 1 - least / np.sum(A * g ** 2), np.abs(w).max(), h * np.sum(curv)


relief_supported = relief_fourier(support)
grid_supported, height, _ = relief_grid(support)
grid_free, _, tilt = relief_grid(0.0)
free_factor = 1 / (1 + K["tensile"] * spacing ** 2 / (4 * bend))
assert abs(grid_supported / relief_supported - 1) < 0.03
assert abs((1 - grid_free) / free_factor - 1) < 0.01
free_width = sg_width["tensile"] * np.sqrt(free_factor)
assert free_width < sg_width["shear"]     # the order of widths reverses

# --- thermal and zero-point smearing of the stacking energy
curvature = 1.5 * barrier * G ** 2
step = 1e-4
for i in (0, 1):
    shift = [step if i == 0 else 0.0, step if i == 1 else 0.0]
    up = star_gradient(b / 2 + shift[0], shift[1])[i]
    down = star_gradient(b / 2 - shift[0], -shift[1])[i]
    assert abs((up - down) / (2 * step) / curvature - 1) < 1e-5
cell = np.sqrt(3) / 2 * a ** 2
q_max = np.sqrt(4 * np.pi / cell)
hbar2_u = const.hbar ** 2 / const.atomic_mass / (const.e * 1e-20)
hbar2_rho = hbar2_u * cell / carbon_mass      # reduced mass density
k_B = const.k / const.e


def spread(T):
    """Mean square relative shift per in-plane component, A^2."""
    total = 0.0
    for stiffness in K.values():
        def mode(q, kap=stiffness / 2):
            quantum = np.sqrt(hbar2_rho * (kap * q * q + curvature))
            return (q / (2 * np.pi) * hbar2_rho / (2 * quantum)
                    / np.tanh(quantum / (2 * k_B * T)))
        total += quad(mode, 0, q_max, limit=200)[0]
    return total / 2


hot = 1e5
classical = sum(k_B * hot / (4 * np.pi * s / 2)
                * np.log(1 + s / 2 * q_max ** 2 / curvature)
                for s in K.values()) / 2
assert abs(spread(hot) / classical - 1) < 1e-2
var = spread(temperature)
smear = np.exp(-G ** 2 * var / 2)
nodes, weights = np.polynomial.hermite.hermgauss(16)
dp, ds = np.meshgrid(np.sqrt(2 * var) * nodes, np.sqrt(2 * var) * nodes)
ww = np.outer(weights, weights) / np.pi
mean_barrier = np.sum(ww * (star_energy(dp, ds) - star_energy(b / 2 + dp, ds)))
assert abs(mean_barrier / barrier / smear - 1) < 1e-8

# --- numbers for the text
print(f"lambda = {lam:.2f} eV/A^2, mu = {mu:.2f} eV/A^2")
print(f"lambda + 2 mu = {lam + 2 * mu:.2f} eV/A^2")
print(f"2D Poisson ratio = {poisson:.4f}")
print(f"lattice constant = {a:.2f} A, domain shift b = {b:.4f} A")
print(f"barrier = {barrier * 1e3:.2f} meV/A^2")
print(f"barrier per cell = {barrier * cell * 1e3:.2f} meV")
print(f"predicted width ratio shear/tensile = {ratio:.4f}")
print(f"relaxed ratio, sine-squared energy = {sg_ratio:.4f}")
print(f"relaxed ratio, first-star energy = {star_ratio:.4f}")
for kind in K:
    print(f"[{kind}] kappa = {K[kind] / 2:.3f} eV/A^2")
    print(f"[{kind}] length l = {length[kind]:.2f} A")
    print(f"[{kind}] sine-Gordon width = {sg_width[kind]:.1f} A"
          f" = {sg_width[kind] / 10:.2f} nm")
    print(f"[{kind}] relaxed sine-Gordon width = "
          f"{sg_run[kind]['width']:.1f} A")
    print(f"[{kind}] first-star width = {star_width[kind]:.1f} A")
    print(f"[{kind}] relaxed first-star width = "
          f"{star_run[kind]['width']:.1f} A")
    print(f"[{kind}] sine-Gordon wall energy = {sg_energy[kind]:.4f} eV/A")
    print(f"[{kind}] first-star wall energy = {star_cost[kind]:.4f} eV/A")
    print(f"[{kind}] peak slope of relative shift = "
          f"{100 * peak_slope[kind]:.3f} %")
    print(f"[{kind}] peak du/dx in one layer = "
          f"{50 * peak_slope[kind]:.3f} %")
    print(f"[{kind}] width change, rows spaced a = "
          f"{100 * row_change[kind]:.3f} %")
print(f"first-star/sine-Gordon width = "
      f"{star_width['shear'] / sg_width['shear']:.4f}")
print(f"first-star/sine-Gordon energy = "
      f"{star_cost['shear'] / sg_energy['shear']:.4f}")
print(f"layer spacing = {spacing:.2f} A, bending D = {bend:.2f} eV")
print(f"support spring constant = {support:.3f} eV/A^4")
print(f"supported: elastic energy relieved = {100 * relief_supported:.3f} %")
print(f"supported: largest height = {height:.4f} A")
print(f"free bending: stiffness factor = {free_factor:.4f}")
print(f"free bending: tensile width estimate = {free_width:.1f} A")
print(f"free bending: tilt estimate = {np.degrees(abs(tilt)):.1f} degrees")
print(f"temperature = {temperature:.0f} K")
print(f"rms relative shift per component = {np.sqrt(var):.4f} A")
print(f"barrier factor from smearing = {smear:.4f}")
print(f"width factor from smearing = {smear ** -0.5:.4f}")
print("checks complete")
```

It prints:

```
lambda = 3.50 eV/A^2, mu = 9.50 eV/A^2
lambda + 2 mu = 22.50 eV/A^2
2D Poisson ratio = 0.1556
lattice constant = 2.46 A, domain shift b = 1.4203 A
barrier = 0.70 meV/A^2
barrier per cell = 3.67 meV
predicted width ratio shear/tensile = 0.6498
relaxed ratio, sine-squared energy = 0.6495
relaxed ratio, first-star energy = 0.6496
[shear] kappa = 4.750 eV/A^2
[shear] length l = 26.33 A
[shear] sine-Gordon width = 69.4 A = 6.94 nm
[shear] relaxed sine-Gordon width = 69.3 A
[shear] first-star width = 71.5 A
[shear] relaxed first-star width = 71.4 A
[shear] sine-Gordon wall energy = 0.0737 eV/A
[shear] first-star wall energy = 0.0757 eV/A
[shear] peak slope of relative shift = 1.717 %
[shear] peak du/dx in one layer = 0.858 %
[shear] width change, rows spaced a = -0.093 %
[tensile] kappa = 11.250 eV/A^2
[tensile] length l = 40.53 A
[tensile] sine-Gordon width = 106.7 A = 10.67 nm
[tensile] relaxed sine-Gordon width = 106.7 A
[tensile] first-star width = 110.0 A
[tensile] relaxed first-star width = 110.0 A
[tensile] sine-Gordon wall energy = 0.1135 eV/A
[tensile] first-star wall energy = 0.1166 eV/A
[tensile] peak slope of relative shift = 1.116 %
[tensile] peak du/dx in one layer = 0.558 %
[tensile] width change, rows spaced a = -0.039 %
first-star/sine-Gordon width = 1.0303
first-star/sine-Gordon energy = 1.0273
layer spacing = 3.35 A, bending D = 1.50 eV
support spring constant = 0.070 eV/A^4
supported: elastic energy relieved = 0.031 %
supported: largest height = 0.0035 A
free bending: stiffness factor = 0.0232
free bending: tensile width estimate = 16.3 A
free bending: tilt estimate = 23.7 degrees
temperature = 300 K
rms relative shift per component = 0.0559 A
barrier factor from smearing = 0.9865
width factor from smearing = 1.0068
checks complete
```
